# Choosing Mesh and Stopping Criterion for Steady Ionic Current in Metallization Cells

## The decision

A calculation of silver transport through a memory film ends with one current, and the user must decide when to accept it. Three settings of an ion-transport program bear on this: the formula for the flux between neighbouring nodes, the stopping criterion for the steady state, and the number of cells. A natural stopping criterion is that the cation flux be the same at every cell face and that the flux of the anions, which cannot leave, be zero. With a converged solver this shows that the discrete steady equations have been solved, but it says nothing about the mesh. In the example below, a 10-cell mesh gives face currents equal to about 4 parts in \(10^{15}\), yet the current is wrong by 0.8%.

The recommendation is therefore to use the exponential (Scharfetter-Gummel) flux, stop when the cation flux is uniform and the anion flux is zero, and then judge accuracy by doubling the number of cells twice. During switching, the quantity that must be uniform is the ionic plus displacement current.

## The model being solved

A film of thickness \(L\) lies between a silver electrode at voltage \(V\) on the left and a grounded counter electrode on the right, which already carries flat silver. Singly charged cations (concentration \(p\)) react at both electrodes. Singly charged anions (\(n\)) move but cannot leave. Transport is dilute and mean-field, the permittivity \(\varepsilon\) is constant, and the electrodes are planar and fixed.

Position is measured in \(L\), concentration in the mean anion concentration \(c_0\), potential \(\phi\) in \(kT/e\), time in \(L^2/D\), and flux in \(Dc_0/L\), where \(D\) is the cation diffusivity and \(d\) the ratio of anion to cation diffusivity. Positive flux runs left to right. Then

\[
J_p=-(p'+p\phi'),\qquad J_n=-d\,(n'-n\phi'),
\]
\[
\partial_t p=-J_p',\qquad \partial_t n=-J_n',\qquad -\delta^2\phi''=p-n,\qquad \delta^2=\frac{\varepsilon kT}{e^2c_0L^2}.
\]

Next to each metal is an ion-free compact layer of scaled thickness \(s\), with the film's permittivity. Its potential is linear, and continuity of the displacement \(\mathcal D=-\delta^2\phi'\) gives, with \(v=eV/kT\),

\[
-\phi'(0)=\frac{v-\phi(0)}{s},\qquad -\phi'(1)=\frac{\phi(1)}{s}.
\]

The reaction is driven by the compact-layer drop \(u=v_{\rm metal}-\phi\). With transfer coefficient 1/2, the Butler-Volmer rate of dissolution into the film is

\[
r=k\left[e^{u/2}-\frac{p}{c_{\rm ref}}e^{-u/2}\right].
\]

Here \(k\) is the exchange current density divided by \(eDc_0/L\). The boundary fluxes are \(J_p(0)=r_{\rm left}\), \(J_p(1)=-r_{\rm right}\) and \(J_n=0\) at both ends.

## Setting 1: the flux formula

Between nodes a distance \(h\) apart, take the flux as constant and the potential as linear, with rise \(\Delta=\phi_{i+1}-\phi_i\). Let \(y\) be the distance from node \(i\). Multiplying \(p'+p\Delta/h=-J_p\) by \(e^{\Delta y/h}\) makes the left side a total derivative:

\[
\frac{d}{dy}\left(p\,e^{\Delta y/h}\right)=-J_p\,e^{\Delta y/h}.
\]

Integration from \(0\) to \(h\) gives

\[
p_{i+1}e^{\Delta}-p_i=-J_p\,h\,\frac{e^{\Delta}-1}{\Delta}.
\]

Define \(B(x)=x/(e^x-1)\), so that \(B(-x)=e^xB(x)\). Solving for the flux,

\[
J_p=\frac{B(\Delta)\,p_i-B(-\Delta)\,p_{i+1}}{h}.
\]

The anion feels the opposite force, so \(\Delta\) changes sign:

\[
J_n=d\,\frac{B(-\Delta)\,n_i-B(\Delta)\,n_{i+1}}{h}.
\]

Near \(x=0\) the quotient in \(B\) loses digits, and the series \(1-x/2+x^2/12-\dots\) should replace it.

The alternative, central differencing, gives

\[
J_p^{\rm central}=\frac{(1-\Delta/2)\,p_i-(1+\Delta/2)\,p_{i+1}}{h}.
\]

For \(\Delta>2\) the first coefficient is negative: more ions on the left would reduce the flow to the right. Take five equal cells with \(\Delta=4\), \(p=1\) at the left and \(p=0\) at the right. The coefficients are \(-1\) and \(3\), and equal flux through adjacent faces requires

\[
3(p_{i+1}-p_i)=-(p_i-p_{i-1}).
\]

Successive increments thus have ratio \(-1/3\). If the first is \(a\), all five add to \(a[1-(-1/3)^5]/(4/3)=0.7531a\), which must equal \(-1\). Hence \(a=-1.328\) and the first inner concentration is \(-0.328\). The exponential flux reproduces the exact profile here, with a lowest inner value of \(1.1\times10^{-7}\).

Its positivity is general for a backward Euler step. Suppose some cation concentrations came out negative, and add the balances over those nodes. Their storage term is negative, outflow from them is a positive coefficient times a negative concentration, and inflow from other nodes enters with a minus sign. The left side is negative, but it must equal old contents plus the dissolution source, which is not negative. This contradiction excludes negative values in a converged step, though intermediate Newton iterates may still have them.

The formula also respects equilibrium. Zero flux gives \(p_{i+1}/p_i=B(\Delta)/B(-\Delta)=e^{-\Delta}\), so \(pe^\phi\) is uniform. Zero reaction rate gives \(p=c_{\rm ref}e^{u}\), or \(pe^\phi=c_{\rm ref}e^{v_{\rm metal}}\). Both electrodes can satisfy this when \(v=0\), whatever double layers are present.

## Setting 2: the stopping criterion

Each node owns a control volume of width \(w_i\) reaching halfway to its neighbours. The electrodes supply the outer faces of the end volumes. With old values marked by a star, a backward Euler step of length \(\tau\) reads

\[
w_i\frac{p_i-p_i^*}{\tau}+J_{p,i+1/2}-J_{p,i-1/2}=0,
\]

with the same form for \(n\), and Gauss's law reads

\[
\mathcal D_{i+1/2}-\mathcal D_{i-1/2}=w_i(p_i-n_i).
\]

Adding the cation balances between two faces shows that their currents differ by the storage remaining between them, plus any unsolved algebraic residual. The error of replacing derivatives by differences does not enter. The anion balances behave in the same way, with zero flux at the electrodes. Uniform \(J_p\) together with zero \(J_n\) therefore marks the discrete steady state, but reveals nothing about the mesh.

Uniformity of the charge current \(J_p-J_n\) alone is not enough. In a nearly neutral film little charge is stored, so this current can be uniform while the salt concentration is still changing. When the anions are slow, compare \(J_n/d\), not \(J_n\), with \(J_p\), because a small \(d\) makes \(J_n\) small at all times.

For the transient, let \(I=J_p-J_n\) be the ionic charge current. Subtract the anion balance from the cation balance and replace \(w_i(p_i-n_i)\) by the displacement difference, at both old and new times:

\[
\left[I+\frac{\mathcal D-\mathcal D^*}{\tau}\right]_{i+1/2}
-\left[I+\frac{\mathcal D-\mathcal D^*}{\tau}\right]_{i-1/2}=0.
\]

The bracket is the total current, equal at all faces. The starting state must obey Gauss's law too; uniform \(p=n=1\) with a linear potential does.

The same current can be found from the ionic part alone. Multiply \(\mathcal D\) on each face by its length, using \(s\) for the compact layers, and add:

\[
\delta^2\{[v-\phi(0)]+[\phi(0)-\phi(1)]+\phi(1)\}=\delta^2v.
\]

At fixed voltage this does not change, so the displacement term drops out of the length-weighted mean, and

\[
I_{\rm total}=\frac{1}{1+2s}\sum_f \ell_f I_f .
\]

In the steady state the blocked anions have \(J_n=0\) everywhere, and \(J_p\) itself is uniform. The diffusivity ratio \(d\) then cancels from the equations: it affects how fast the steady state is reached, not its current.

**Solver choice.** Newton's method solves the three balances at all nodes together. If no analytic derivatives are available, a complex step supplies them, because \({\rm Im}\,f(x+i\epsilon)/\epsilon=f'(x)-\epsilon^2f'''(x)/6+\dots\) contains no subtraction of nearly equal numbers; \(\epsilon=10^{-30}\) is suitable. A balance involves only a node and its two neighbours, so every third node can be perturbed at once. Three groups and three variables require nine residual evaluations for the whole banded matrix.

A direct steady solve has one trap. The anion fluxes cancel when all anion balances are added, so these equations do not fix the number of anions, and the matrix is singular. Either replace one balance by the condition that the mean of \(n\) is 1, or march in time with growing steps, which conserves the initial number.

## Setting 3: the number of cells

The example uses round parameters in the rough regime of a moist, porous Ag/Ta2O5/Pt cell: \(T=300\) K, \(L=20\) nm, relative permittivity 25, \(c_0=10^{19}\) cm\(^{-3}\), \(D=10^{-10}\) cm\(^2\)/s, \(d=0.2\), exchange current density \(2\times10^{-4}\) A/cm\(^2\), compact layers of 0.4 nm, \(c_{\rm ref}=c_0\) and \(V=0.2\) V. The current unit is \(eDc_0/L=8.011\times10^{-5}\) A/cm\(^2\), so \(k=2.0/0.8011=2.497\). Also \(v=200/25.852=7.736\), \(s=0.02\) and \(\delta=0.0945\). The Debye length \(\delta L/\sqrt2\) is 1.34 nm.

Nodes are placed at \(x_i=[1-\cos(\pi i/N)]/2\), which crowds them near the electrodes. The reference flux, 3.358355, comes from a collocation solution of the steady differential equations with the flux as an unknown. Errors are relative to it; the spread is the range of face fluxes divided by their mean.

| Cells | Flux | Error | Face spread |
|---|---|---|---|
| 10 | 3.38636 | 0.83% | \(4\times10^{-15}\) |
| 60 | 3.35925 | 0.027% | \(1\times10^{-13}\) |
| 120 | 3.35858 | 0.0067% | \(2\times10^{-13}\) |
| 240 | 3.35841 | 0.0017% | \(2\times10^{-12}\) |

The finest mesh has the largest spread and the smallest error. From 60 to 120 to 240 cells the error falls by factors of 3.985 and 3.996, the second-order value being 4. If \(J_N=J+a/N^2\), then \(J_N-J_{2N}=3a/(4N^2)\), while the error left in \(J_{2N}\) is \(a/(4N^2)\), one third of that difference. For 60 and 120 cells this estimate is \((3.35925-3.35858)/3=0.00022\), in agreement with the actual error. It needs no reference solution, but it holds only once the error falls as \(N^{-2}\), which requires resolved double layers. With \(\delta=0.005\), the same \(v\), \(k\) and \(s/\delta\), and uniform meshes of 20 and 40 cells, it gives 0.025 while the actual error is 0.20. Use three meshes, and trust the estimate only when successive differences fall by a factor near 4.

The current must be evaluated with the flux formula that was used in the balance. Applying the central formula afterwards to the 10-cell solution produces a spurious spread of 20% of the current.

## Reading the result

The steady current density is \(3.358\times8.011\times10^{-5}=2.69\times10^{-4}\) A/cm\(^2\). To see what limits it, define \(\mu=\phi+\ln(p/c_{\rm ref})\). Since \((p/c_{\rm ref})e^{-u}=e^{\mu-v_{\rm metal}}\), the anode rate becomes

\[
J=k\,e^{u/2}\left(1-e^{-\eta}\right),\qquad \eta=v-\mu(0).
\]

The voltage divides into the anode loss \(v-\mu(0)\), the transport loss \(\mu(0)-\mu(1)\) and the cathode loss \(\mu(1)\): 53, 121 and 25 mV. At the anode \(u=(200-177.61)/25.85=0.866\) and \(\eta=53.24/25.852=2.059\), so \(J=2.497\times1.542\times0.8725=3.36\), as required. Transport takes the largest share, but the reactions together take 39%, so faster diffusion alone would not raise the current in proportion.

The concentrations are not those of a neutral electrolyte. At the film's left edge \(p=0.30\) and \(n=11.2\); at its right edge \(p=1.74\) and \(n=0.018\). The anode metal is positive relative to the adjacent film and attracts anions; the cathode does the reverse.

**Small voltage.** With \(c_{\rm ref}=1\), write \(p=1+\alpha\) and keep first-order terms. The cation flux is \(J=-(\alpha'+\phi')=-\mu'\), so the transport loss is \(J\). The reaction rate is \(k[1+u/2-(1+\alpha)(1-u/2)]\simeq k(u-\alpha)\), which is \(k\) times the local loss. Each reaction therefore costs \(J/k\), and

\[
J=\frac{v}{1+2/k},
\]

independently of \(\delta\) and \(s\). In ordinary units the resistance is 581 ohm cm\(^2\), of which 323 is transport and 259 the two reactions. At 0.05 V this predicts \(8.60\times10^{-5}\) A/cm\(^2\); the full solution gives \(8.41\times10^{-5}\).

**Thin double layers and fast reactions.** Outside the double layers \(p=n=c\). Zero anion flux gives \(\phi'=c'/c\), hence \(J=-2c'\). With mean concentration 1, the ends have \(c=1\pm J/4\). Since \(\mu=2\ln c\) plus a constant, and neither reactions nor thin layers consume voltage,

\[
v=2\ln\frac{1+J/4}{1-J/4}\quad\Longrightarrow\quad J=4\tanh\frac v4 .
\]

At \(v=4\), \(k=10^5\) and \(s=0.1\delta\), the computed flux differs from this law by 1.1% for \(\delta=0.005\) and 0.28% for \(\delta=0.00125\).

The limiting value 4 is not a bound for the example. At 0.4 V, with the other settings held fixed, the flux is 1.30 times that limit. Add \(J_n/d=0\) to \(J_p\) and use Gauss's law:

\[
J=-(p+n)'-(p-n)\phi'=-\left[p+n-\tfrac12\delta^2\phi'^2\right]'.
\]

Integration gives

\[
J=(p+n)_0-(p+n)_1+\tfrac12\delta^2\left[\phi'(1)^2-\phi'(0)^2\right].
\]

At 0.2 V the compact-layer drops give \(\phi'(0)=-43.3\) and \(\phi'(1)=-21.2\), so the two parts are \(9.72-6.36=3.36\). This identity checks the solution but does not explain the excess current. Both parts are taken at the film edges, inside the double layers, and the electric part is negative (about \(-22\) at 0.4 V). It stays large even when the interior is neutral: with \(\delta=0.005\) and the same \(v\), \(k\) and \(s/\delta\), the parts are \(9.84-6.51=3.33\). The value 4 assumes \(p=n\) everywhere outside thin layers, and this assumption fails in a film only 15 Debye lengths thick: at 0.4 V the midpoint has \(p=0.48\) and \(n=0.22\).

**During switching.** The time unit \(L^2/D\) is 40 ms. After the voltage is applied, currents in \(10^{-4}\) A/cm\(^2\) are:

| Time (ms) | Ionic, lowest to highest | Total |
|---|---|---|
| 0.01 | 0.52 to 7.14 | 6.69 |
| 1.0 | 1.98 to 4.88 | 4.42 |
| 9.9 | 2.72 to 3.01 | 2.93 |
| 98 | 2.69 to 2.69 | 2.69 |

The total current is uniform to \(1.5\times10^{-9}\) throughout. Reducing the growth of successive time steps from 10% to 5% changes the total at 1 ms by 0.3%. Backward Euler is first order in the time step, so the error of the total at 1 ms is about twice this change, 0.6%. The last digits in the rows at 1.0 and 9.9 ms are not reliable. An early ionic spread is physical charging, not a solver failure.

## Real cells and the limits of the setting

Silver in Ta2O5 between silver and platinum is a real switching system, but the diffusivity and exchange current used here are round choices, and such values vary by orders of magnitude with porosity and moisture. If both change by the same factor, \(k\) is unchanged and the steady current changes by that factor. Real devices grow narrow filaments. The computed plating rate is 0.29 nm/s, or 0.06% of the film thickness in one diffusion time, so fixed electrodes are adequate for this planar transient but not for complete bridging. If the gap were halved at fixed \(c_0\), the low-voltage planar resistance would fall from 581 to about 420 ohm cm\(^2\), raising the low-voltage current by 38%. At 0.2 V the response is no longer linear, and halving the gap raises the current by only 11%.

Another consequential assumption is the silver already on the counter electrode. Adding an atom of volume \(\Omega\) to a sphere of radius \(R\) costs surface energy \(2\gamma\Omega/R\). With a rough \(\gamma=1.2\) J/m\(^2\), the 25 mV cathode loss balances this at \(R=10\) nm. A 1 nm sphere would need about 256 mV, more than the whole applied voltage. At 0.2 V the smallest free sphere that can grow has \(R=1.3\) nm, and forming it costs \(4\pi\gamma R^2/3\), about 50 eV. The steady current can therefore start on bare platinum only if adhesion or surface defects lower this cost greatly.

Rough sizes of other omissions are:

- The Bjerrum length is 0.48 of the mean spacing between ions of one sign, and about 1.07 of the anion spacing at the anode edge, so ion correlations are not negligible. Image attraction at the compact-layer plane is about 1.4 \(kT\), a Boltzmann factor of 4 in local concentration. Their effect on the current was not computed.
- A 20 nm cube holds about 80 anions, with a counting fluctuation of 11% if they are independent.
- For 0.5 nm hops, the peak field of 0.56 MV/cm raises the local mobility by 5%. With 0.5 nm sites, peak filling is 1.4%.
- Thermionic leakage over an assumed 1 eV barrier is below \(9\times10^{-9}\) A/cm\(^2\), the value obtained with the peak field, an effective mass of 0.3 and an optical permittivity of 4.5; the field at the cathode, which emits the electrons, is about half as large. Direct tunnelling and heating are negligible here; conduction through traps is not included.

For this cell, 60 graded cells already put the mesh error, 0.027%, far below the 5% change in local mobility and the 11% counting fluctuation. A thinner double layer, a higher voltage or a different node placement calls for a new doubling test. The numerical output follows.

## Table of computed values

```
T 300 K; L 20 nm; eps_r 25; V 0.20 V
c0 1.0e+19 cm^-3; D 1.0e-10 cm2/s; anion/cation D 0.2
exchange current 2.0e-04 A/cm2; compact 0.4 nm
kT/e 25.852 mV; L^2/D 40.0 ms
current unit eDc0/L 8.0109e-05 A/cm2
scaled: v 7.7363, delta 0.09449, k 2.4966, stern 0.020
Debye length 1.336 nm
central scheme lowest concentration -0.3279 (scaled)
exponential scheme lowest inner value 1.10e-07
low-voltage J/law - 1: -6.3e-09
low-voltage area resistance 581.2 ohm cm2
thin-layer law error: 1.10e-02 at delta 0.005, 2.80e-03 at 0.00125
continuous solution: scaled flux 3.3583554
10 cells: flux 3.3863629, error 8.34e-03, face spread 3.8e-15
60 cells: flux 3.3592518, error 2.67e-04, face spread 1.2e-13
120 cells: flux 3.3585804, error 6.70e-05, face spread 1.6e-13
240 cells: flux 3.3584117, error 1.68e-05, face spread 1.8e-12
error ratios on halving: 3.985, 3.996
10 cells, central flux on same solution: spread 0.198
steady current 2.6904e-04 A/cm2; over limit 4: 0.8396
left: p 0.3032 c0, n 11.1793 c0, phi 177.61 mV
middle: p 0.7624 c0, n 0.7048 c0, phi 106.16 mV
right: p 1.7433 c0, n 0.0177 c0, phi 10.95 mV
losses: anode 53.24, transport 121.44, cathode 25.31 mV
V 0.05 V: current 8.4073e-05 A/cm2, J/4 0.2624
V 0.10 V: current 1.5826e-04 A/cm2, J/4 0.4939
V 0.20 V: current 2.6905e-04 A/cm2, J/4 0.8396
V 0.40 V: current 4.1562e-04 A/cm2, J/4 1.2970
t 0.0098 ms: ionic 5.186e-05 to 7.138e-04, total 6.685e-04 A/cm2
t 0.0982 ms: ionic 9.634e-05 to 6.945e-04, total 6.199e-04 A/cm2
t 1.0026 ms: ionic 1.976e-04 to 4.875e-04, total 4.415e-04 A/cm2
t 9.9103 ms: ionic 2.716e-04 to 3.009e-04, total 2.928e-04 A/cm2
t 97.6488 ms: ionic 2.690e-04 to 2.690e-04, total 2.690e-04 A/cm2
largest relative spread of total current 1.5e-09
time-step sensitivity of total current at 1 ms 3.0e-03
Bjerrum length 2.228 nm; over ion spacing 0.480
image attraction at compact plane 1.39 kT
peak site filling 1.44e-02 (0.5 nm sites)
peak field: film 0.559, compact layer 0.560 MV/cm
hopping enhancement 4.948e-02 (0.5 nm hop)
thermionic leakage 9.1e-09 A/cm2 (1 eV barrier, mass 0.3)
tunnelling log10 transmission -48.7
heating 1.1e-08 K (1 W/mK film)
silver growth 0.2872 nm/s; L^2/D growth/L 5.74e-04
capillary radius 10.12 nm (1.2 J/m2 surface energy)
ions in a 20 nm cube 80; fluctuation 0.112
```
